# Wafer Curvature Beneath a Small Central Stressed Film: test program

```python
"""
Curvature of a wafer under a small central stressed film.

Result under test: for film thickness << wafer thickness << film radius,
  kappa / kappa_Stoney = (1 + nu)/2 + (1 - nu)/2 * (a/R)**2
which tends to (1 + nu)/2 for a/R -> 0.
  a, R      film radius and wafer radius (m)
  h, t      wafer thickness and film thickness (m)
  E, nu     Young's modulus (Pa) and Poisson ratio of the wafer
  stress    equal-biaxial film stress (Pa), tension positive
  f         film force per length, stress * t (N/m)
  M0        film couple per length about the mid-plane, f * h / 2 (N)
  w         height, upward; the film is on the top face
Roads used for checking: numerical integration of the plate equilibrium
equations, and a three-dimensional axisymmetric finite-element solid.
"""
import numpy as np
from scipy.constants import g as gravity
from scipy.integrate import solve_ivp
from scipy.optimize import fsolve
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

# Rough typical values for fused silica and a metal-like film
E, nu, density = 72e9, 0.17, 2200.0
R, h, a = 50e-3, 500e-6, 10e-3
t, stress, film_biaxial_modulus = 200e-9, 300e6, 150e9
f = stress * t
M0 = f * h / 2


def stiffnesses(poisson):
    """Stretching stiffness (N/m) and bending stiffness (N m)."""
    stretch = E * h / (1 - poisson**2)
    return stretch, stretch * h**2 / 12


def stoney(poisson):
    return 6 * f * (1 - poisson) / (E * h**2)


def ratio_formula(poisson, x):
    return (1 + poisson) / 2 + (1 - poisson) / 2 * x**2


def surround_factor(poisson, x):
    """Resisting edge moment of the bare surround, over D * kappa."""
    return ((1 - poisson) * (1 - x**2)
            / (1 + (1 - poisson) / (1 + poisson) * x**2))


def shoot_plate(poisson, film_radius, wafer_radius, large):
    """Centre strain and curvature from the plate equilibrium equations.

    large = 0: linear theory; large = 1: von Karman terms included.
    """
    C, D = stiffnesses(poisson)
    k0 = stoney(poisson)
    scale = np.array([f / C * film_radius, f, k0 * film_radius, M0])

    def rhs(r, y, cover):
        u, N, phi, M = y
        strain_r = (N - f * cover) / C - poisson * u / r
        N_hoop = C * (u / r + poisson * strain_r) + f * cover
        dphi = (M + M0 * cover) / D - poisson * phi / r
        M_hoop = D * (phi / r + poisson * dphi) - M0 * cover
        return [strain_r - large * phi**2 / 2, (N_hoop - N) / r,
                dphi, (M_hoop - M) / r + large * N * phi]

    def edge_residual(p):
        c, k = p[0] * f / C, p[1] * k0
        r0 = film_radius / 1000
        y = [c * r0, C * (1 + poisson) * c + f,
             k * r0, D * (1 + poisson) * k - M0]
        for start, stop, cover in ((r0, film_radius, 1.0),
                                   (film_radius, wafer_radius, 0.0)):
            sol = solve_ivp(rhs, (start, stop), y, args=(cover,),
                            method="DOP853", rtol=1e-10,
                            atol=1e-11 * scale)
            assert sol.success
            y = sol.y[:, -1]
        return [y[1] / f, y[3] / M0]

    p, _, _, _ = fsolve(edge_residual, [-0.5, 0.7], full_output=True,
                        xtol=1e-11)
    assert np.max(np.abs(edge_residual(p))) < 1e-7
    return p[0] * f / C, p[1] * k0


# Plate equations against the formulas, for several Poisson ratios
for poisson in (0.0, 0.17, 0.30, 0.45):
    for x in (0.5, 0.2, 0.01):
        c, k = shoot_plate(poisson, a, a / x, 0)
        C, D = stiffnesses(poisson)
        ratio = k / stoney(poisson)
        assert abs(ratio - ratio_formula(poisson, x)) < 1e-6
        edge_moment = M0 - D * (1 + poisson) * k
        assert abs(edge_moment / (D * k)
                   - surround_factor(poisson, x)) < 1e-5
        net_tension = C * (1 + poisson) * c + f
        assert abs(net_tension / f
                   - (1 - poisson) / 2 * (1 - x**2)) < 1e-5
    # the last x is 0.01: the small-film limit
    assert abs(ratio - (1 + poisson) / 2) < 1e-4


class SolidWafer:
    """Axisymmetric solid with nine-node elements; no plate assumption."""

    def __init__(self):
        edges = np.concatenate([np.linspace(0, 2e-3, 33),
                                np.linspace(2e-3, R, 193)[1:]])
        nr, nz = len(edges) - 1, 6
        self.r = np.empty(2 * nr + 1)
        self.r[0::2] = edges
        self.r[1::2] = (edges[1:] + edges[:-1]) / 2
        self.rows = 2 * nz + 1
        ie, je = [q.ravel() for q in np.meshgrid(
            np.arange(nr), np.arange(nz), indexing="ij")]
        conn = np.stack([(2 * ie + p) * self.rows + 2 * je + q
                         for p in range(3) for q in range(3)], axis=1)
        left, length = edges[ie], np.diff(edges)[ie]
        height = h / nz
        lam = E * nu / ((1 + nu) * (1 - 2 * nu))
        mu = E / (2 * (1 + nu))
        elastic = np.zeros((4, 4))
        elastic[:3, :3] = lam
        elastic += np.diag([2 * mu, 2 * mu, 2 * mu, mu])
        ndof = 2 * len(self.r) * self.rows
        self.weight_load = np.zeros(ndof)
        K = np.zeros((len(ie), 18, 18))

        def shape(s):
            return (np.array([s * (s - 1) / 2, 1 - s * s, s * (s + 1) / 2]),
                    np.array([s - 0.5, -2 * s, s + 0.5]))

        points, weights = np.polynomial.legendre.leggauss(3)
        for s, ws in zip(points, weights):
            for q, wq in zip(points, weights):
                (ns, ds), (nq, dq) = shape(s), shape(q)
                N = np.outer(ns, nq).ravel()
                d_r = (np.outer(ds, nq).ravel()[None, :]
                       * 2 / length[:, None])
                d_z = np.outer(ns, dq).ravel() * 2 / height
                rg = left + length * (1 + s) / 2
                B = np.zeros((len(ie), 4, 18))
                B[:, 0, 0::2] = d_r
                B[:, 1, 0::2] = N[None, :] / rg[:, None]
                B[:, 2, 1::2] = d_z
                B[:, 3, 0::2] = d_z
                B[:, 3, 1::2] = d_r
                vol = 2 * np.pi * rg * length * height / 4 * ws * wq
                K += vol[:, None, None] * (
                    B.transpose(0, 2, 1) @ (elastic @ B))
                np.add.at(self.weight_load, 2 * conn + 1,
                          -density * gravity * vol[:, None] * N[None, :])
        dofs = np.stack([2 * conn, 2 * conn + 1], axis=2).reshape(-1, 18)
        rows = np.repeat(dofs, 18, axis=1).ravel()
        cols = np.tile(dofs, (1, 18)).ravel()
        matrix = coo_matrix((K.ravel(), (rows, cols)),
                            shape=(ndof, ndof)).tocsc()
        fixed = np.append(2 * np.arange(self.rows), 2 * nz + 1)
        self.free = np.setdiff1d(np.arange(ndof), fixed)
        self.factor = splu(matrix[self.free][:, self.free].tocsc())
        self.ndof, self.mid = ndof, nz

    def column(self, radius):
        i = int(np.argmin(np.abs(self.r - radius)))
        assert abs(self.r[i] - radius) < 1e-9
        return i

    def midplane_height(self, load):
        disp = np.zeros(self.ndof)
        disp[self.free] = self.factor.solve(load[self.free])
        return disp[1::2].reshape(-1, self.rows)[:, self.mid]

    def film(self, film_radius):
        """Height for an inward ring force f on the top face."""
        load = np.zeros(self.ndof)
        node = self.column(film_radius) * self.rows + self.rows - 1
        load[2 * node] = -2 * np.pi * film_radius * f
        return self.midplane_height(load)

    def sag(self):
        """Height under own weight, carried by a ring at the wafer edge."""
        load = self.weight_load.copy()
        node = self.column(R) * self.rows + self.mid
        load[2 * node + 1] -= self.weight_load.sum()
        return self.midplane_height(load)

    def curvature(self, height, radius):
        return 2 * (height[self.column(radius)] - height[0]) / radius**2


C, D = stiffnesses(nu)
k_stoney = stoney(nu)
x = a / R
k_film = k_stoney * ratio_formula(nu, x)
b = M0 / (2 * D)
A = b * x**2 * (1 - nu) / (1 + nu)


def profile(r):
    """Plate height relative to the centre, for r >= a."""
    return (k_film * a**2 / 2 + A * (r**2 - a**2) / 2
            + b * a**2 * np.log(r / a))


solid = SolidWafer()
solid_ratio = {}
for radius in (0.5e-3, 1e-3, 2.5e-3, 5e-3, 10e-3, 20e-3, 50e-3):
    surface = solid.film(radius)
    solid_ratio[radius] = solid.curvature(surface, radius / 2) / k_stoney
    if radius >= 5 * h:
        # tolerance covers the finite mesh at the concentrated ring force
        assert abs(solid_ratio[radius]
                   / ratio_formula(nu, radius / R) - 1) < 5e-3

# Shape outside the film and total bow, from the solid
height = solid.film(a)
solid_bow = height[-1] - height[0]
bow = profile(R)
assert abs(solid_bow / bow - 1) < 5e-3
h18, h20, h22 = [height[solid.column(q)] for q in (18e-3, 20e-3, 22e-3)]
bend_solid = (h22 - 2 * h20 + h18) / (2e-3)**2
bend_plate = (profile(22e-3) - 2 * profile(20e-3)
              + profile(18e-3)) / (2e-3)**2
assert bend_solid < 0 and abs(bend_solid / bend_plate - 1) < 1e-2

# Neglected effect: own weight, wafer carried at its edge
k_sag = (density * gravity * h * R**2 * (3 + nu)
         / (16 * D * (1 + nu)))
sag_surface = solid.sag()
assert abs(solid.curvature(sag_surface, 2e-3) / k_sag - 1) < 1e-2


def stiff_film(modulus, lever):
    """Curvature and film stress when the film yields elastically.

    The given stress is then the one on a rigid wafer.
    """
    resist = 1 + nu + surround_factor(nu, x)
    matrix = np.array([
        [C * resist + t * modulus, -t * modulus * lever],
        [-t * modulus * lever, D * resist + t * modulus * lever**2]])
    c, k = np.linalg.solve(matrix, [-f, f * lever])
    return k, stress + modulus * (c - lever * k)


assert abs(stiff_film(0.0, h / 2)[0] / k_film - 1) < 1e-10
k_stiff, relaxed_stress = stiff_film(film_biaxial_modulus, (h + t) / 2)

# Neglected effect: large deflection
k_linear = shoot_plate(nu, a, R, 0)[1]
k_large = shoot_plate(nu, a, R, 1)[1]
tension = f * (1 - nu) / 2 * (1 - x**2)
for change in (k_stiff / k_film - 1, k_large / k_linear - 1):
    assert abs(change) < 0.01

print("INPUTS (rough typical values, fused silica)")
print(f"Young's modulus of wafer: {E/1e9:.0f} GPa")
print(f"Poisson ratio of wafer: {nu:.2f}")
print(f"density of wafer: {density:.0f} kg/m3")
print(f"wafer radius: {R*1e3:.0f} mm")
print(f"wafer thickness: {h*1e6:.0f} um")
print(f"film radius: {a*1e3:.0f} mm")
print(f"film thickness: {t*1e9:.0f} nm")
print(f"film stress: {stress/1e6:.0f} MPa")
print(f"film biaxial modulus: {film_biaxial_modulus/1e9:.0f} GPa")
print("RESULTS")
print(f"film force per length f: {f:.1f} N/m")
print(f"film couple per length M0: {M0*1e3:.2f} mN")
print(f"bending stiffness D: {D:.4f} N m")
print(f"Stoney curvature: {k_stoney:.5f} 1/m")
print(f"Stoney radius of curvature: {1/k_stoney:.1f} m")
print(f"limit (1+nu)/2: {(1+nu)/2:.4f}")
print(f"finite-wafer addition: {(1-nu)/2*x**2:.4f}")
print(f"ratio to Stoney, this film: {ratio_formula(nu, x):.4f}")
print(f"curvature under film: {k_film:.5f} 1/m")
print(f"radius of curvature under film: {1/k_film:.1f} m")
print(f"coefficient b: {b:.5f} 1/m")
print(f"coefficient A: {A:.6f} 1/m")
print(f"radial curvature just outside: {A-b:.5f} 1/m")
print(f"hoop curvature just outside: {A+b:.5f} 1/m")
print(f"bow, centre to film edge: {k_film*a**2/2*1e6:.3f} um")
print(f"bow, centre to wafer edge: {bow*1e6:.3f} um")
print(f"bow if fully covered: {k_stoney*R**2/2*1e6:.2f} um")
print(f"stress misread by Stoney: {stress*k_film/k_stoney/1e6:.1f} MPa")
print("THREE-DIMENSIONAL SOLID: curvature / Stoney, and plate formula")
for radius, value in solid_ratio.items():
    print(f"a = {radius*1e3:4.1f} mm, a/h = {radius/h:5.1f}: "
          f"{value:.4f}, {ratio_formula(nu, radius/R):.4f}")
print(f"bow to wafer edge, solid: {solid_bow*1e6:.3f} um")
print("NEGLECTED EFFECTS")
print(f"film stiffness, curvature change: {100*(k_stiff/k_film-1):.3f} %")
print(f"film stress after relaxation: {relaxed_stress/1e6:.2f} MPa")
print(f"net tension under film: {tension:.2f} N/m")
print(f"tension number N a^2/D: {tension*a**2/D:.5f}")
print(f"large deflection, centre change: {100*(k_large/k_linear-1):.4f} %")
print(f"gravity curvature, edge support: {k_sag:.5f} 1/m")
print(f"gravity / film curvature: {k_sag/k_film:.3f}")
print(f"gravity sag, solid: {(sag_surface[-1]-sag_surface[0])*1e6:.2f} um")
print("finished without a failed check")
```

Output:

```
INPUTS (rough typical values, fused silica)
Young's modulus of wafer: 72 GPa
Poisson ratio of wafer: 0.17
density of wafer: 2200 kg/m3
wafer radius: 50 mm
wafer thickness: 500 um
film radius: 10 mm
film thickness: 200 nm
film stress: 300 MPa
film biaxial modulus: 150 GPa
RESULTS
film force per length f: 60.0 N/m
film couple per length M0: 15.00 mN
bending stiffness D: 0.7723 N m
Stoney curvature: 0.01660 1/m
Stoney radius of curvature: 60.2 m
limit (1+nu)/2: 0.5850
finite-wafer addition: 0.0166
ratio to Stoney, this film: 0.6016
curvature under film: 0.00999 1/m
radius of curvature under film: 100.1 m
coefficient b: 0.00971 1/m
coefficient A: 0.000276 1/m
radial curvature just outside: -0.00944 1/m
hoop curvature just outside: 0.00999 1/m
bow, centre to film edge: 0.499 um
bow, centre to wafer edge: 2.393 um
bow if fully covered: 20.75 um
stress misread by Stoney: 180.5 MPa
THREE-DIMENSIONAL SOLID: curvature / Stoney, and plate formula
a =  0.5 mm, a/h =   1.0: 0.6019, 0.5850
a =  1.0 mm, a/h =   2.0: 0.5851, 0.5852
a =  2.5 mm, a/h =   5.0: 0.5860, 0.5860
a =  5.0 mm, a/h =  10.0: 0.5891, 0.5891
a = 10.0 mm, a/h =  20.0: 0.6016, 0.6016
a = 20.0 mm, a/h =  40.0: 0.6514, 0.6514
a = 50.0 mm, a/h = 100.0: 1.0000, 1.0000
bow to wafer edge, solid: 2.393 um
NEGLECTED EFFECTS
film stiffness, curvature change: -0.126 %
film stress after relaxation: 299.50 MPa
net tension under film: 23.90 N/m
tension number N a^2/D: 0.00310
large deflection, centre change: -0.1547 %
gravity curvature, edge support: 0.00591 1/m
gravity / film curvature: 0.592
gravity sag, solid: 6.03 um
finished without a failed check
```
